# Gate-screened Coulomb interaction in a plane: one and two metal gates: a numerical check

```python
"""Coulomb interaction in a plane screened by ideal grounded metal gates.

Result under test, for unit charges in the plane z = 0 (kernel V, without e^2):
  one gate at z = -d:    V(q) = 2 pi (1 - exp(-2 q d)) / q,  tail 2 d^2 / r^3
  two gates at z = +-d:  V(q) = 2 pi tanh(q d) / q,
                         tail 2 exp(-pi r / (2 d)) / sqrt(r d)
r: in-plane distance, q: in-plane wave number, d: distance from layer to gate.
Energies are e^2 V with e^2 = 2 Ry bohr (Rydberg atomic units).
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import j0, k0, zeta

E2 = 2.0                      # e^2 in Ry bohr
D = 20.0                      # layer-gate distance in bohr
RY_EV = constants.value("Rydberg constant times hc in eV")
BOHR_NM = constants.value("Bohr radius") * 1e9


def one_gate_images(r, d):
    """Charge and its single opposite image at vertical distance 2d."""
    return 1 / r - 1 / np.sqrt(r**2 + 4 * d**2)


def two_gate_images(r, d, z=0.0, n_images=1000):
    """Alternating image sum; averaging partial sums speeds convergence."""
    r = np.atleast_1d(np.asarray(r, dtype=float))[:, None]
    n = np.arange(1, n_images + 1)
    terms = (-1.0)**n * (1 / np.sqrt(r**2 + (z - 2 * n * d)**2)
                         + 1 / np.sqrt(r**2 + (z + 2 * n * d)**2))
    partial = 1 / np.sqrt(r**2 + z**2) + np.cumsum(terms, axis=1)
    last = partial[:, -12:]
    while last.shape[1] > 1:
        last = 0.5 * (last[:, 1:] + last[:, :-1])
    return last[:, 0]


def one_gate_q(q, d):
    return 2 * np.pi * (1 - np.exp(-2 * q * d)) / q


def two_gate_q(q, d):
    return 2 * np.pi * np.tanh(q * d) / q


def two_gate_bessel(r, d):
    kappa = (2 * np.arange(400) + 1) * np.pi / (2 * d)
    return 2 / d * np.sum(k0(kappa * r))


def one_gate_tail(r, d):
    return 2 * d**2 / r**3


def two_gate_tail(r, d):
    return 2 * np.exp(-np.pi * r / (2 * d)) / np.sqrt(r * d)


def radial_grid(panels, width):
    """Composite Gauss-Legendre nodes and weights on (0, panels*width)."""
    x, w = np.polynomial.legendre.leggauss(20)
    r = (np.arange(panels)[:, None] + 0.5 * (x + 1)) * width
    return r.ravel(), np.tile(0.5 * width * w, panels)


def poisson_in_plane_mode(q, d, top, n=400):
    """Finite-difference potential at z = 0, grounded at z = -d and z = top."""
    h = d / n
    size = int(round((d + top) / h)) - 1
    bands = np.full((3, size), -1 / h**2)
    bands[1] = 2 / h**2 + q**2
    source = np.zeros(size)
    source[n - 1] = 4 * np.pi / h
    return solve_banded((1, 1), bands, source)[n - 1]


# Transforms of the real-space image potentials against the closed forms.
r_long, w_long = radial_grid(2000, D)
r_short, w_short = radial_grid(16, D)
v_long = one_gate_images(r_long, D)
v_short = two_gate_images(r_short, D)
for qd in (0.2, 1.0, 3.0):
    q = qd / D
    t1 = 2 * np.pi * np.sum(w_long * r_long * j0(q * r_long) * v_long)
    t2 = 2 * np.pi * np.sum(w_short * r_short * j0(q * r_short) * v_short)
    assert abs(t1 / one_gate_q(q, D) - 1) < 1e-6
    assert abs(t2 / two_gate_q(q, D) - 1) < 1e-8

# Long-wave limits from the area integrals of the potentials.
area1 = 2 * np.pi * D * quad(
    lambda s: s * one_gate_images(s, 1.0) if s > 0 else 1.0, 0, np.inf)[0]
area2 = 2 * np.pi * np.sum(w_short * r_short * v_short)
assert abs(area1 / (4 * np.pi * D) - 1) < 1e-6
assert abs(area2 / (2 * np.pi * D) - 1) < 1e-8

# Poisson equation with gates as boundary conditions, no images used.
# The grid error is about (q h)^2 / 8, at most 7e-6 here.
for qd in (0.5, 1.0, 3.0):
    q = qd / D
    open_side = poisson_in_plane_mode(q, D, 40 * D)
    closed_side = poisson_in_plane_mode(q, D, D)
    assert abs(open_side / one_gate_q(q, D) - 1) < 2e-5
    assert abs(closed_side / two_gate_q(q, D) - 1) < 2e-5

# The image sum vanishes on the gate, but not halfway to it.
assert np.max(np.abs(two_gate_images([5.0, 30.0], D, z=D))) < 1e-12
assert np.min(two_gate_images([5.0, 30.0], D, z=D / 2)) > 1e-3

# Image sum against Bessel series, over eight decades of the potential.
for ratio in (0.25, 1.0, 3.0, 10.0):
    r = ratio * D
    assert abs(two_gate_images(r, D)[0] / two_gate_bessel(r, D) - 1) < 1e-6

# Tails with their first corrections.
r = 50 * D
correction1 = (one_gate_images(r, D) / one_gate_tail(r, D) - 1) * (r / D)**2
assert abs(correction1 + 3) < 0.01
r = 8 * D
correction2 = two_gate_images(r, D)[0] / two_gate_tail(r, D) - 1
assert abs(correction2 + D / (4 * np.pi * r)) < 1e-3

# Short distance: constant shift and quadratic term (next term is r^4/d^5).
r = 0.1 * D
short1 = -1 / (2 * D) + r**2 / (16 * D**3)
short2 = -np.log(2) / D + 3 * zeta(3) * r**2 / (32 * D**3)
assert abs(one_gate_images(r, D) - 1 / r - short1) < 5e-6 / D
assert abs(two_gate_images(r, D)[0] - 1 / r - short2) < 5e-6 / D

# Self-energy is half the induced potential: work against the image force.
self1 = -E2 / (4 * D)
self2 = -E2 * np.log(2) / (2 * D)
work = quad(lambda s: 1 / (2 * s)**2, D, np.inf)[0]
assert abs(-E2 * work / self1 - 1) < 1e-8
# Between two gates: move a charge from the centre to height D/2.
# Opposite images sit at 2*D*odd - z; like images exert no net force.
odd = 2 * np.arange(-2000, 2000) + 1


def image_offsets(z):
    return 2 * (D * odd - z)


def image_force(z):
    s = image_offsets(z)
    return np.sum(np.sign(s) / s**2)


energy_change = -quad(image_force, 0, D / 2)[0]
potential_change = -np.sum(1 / np.abs(image_offsets(D / 2))
                           - 1 / np.abs(image_offsets(0.0)))
assert abs(energy_change / potential_change - 0.5) < 1e-8

# Worked example.
print(f"gate distance d = {D:.1f} bohr = {D * BOHR_NM:.4f} nm")
print(f"e^2 = {E2:.1f} Ry bohr; 1 Ry = {RY_EV:.6f} eV")
print(f"two-gate decay length 2d/pi = {2 * D / np.pi:.4f} bohr")
print("q->0 limits of e^2 V(q), from area integrals:")
print(f"  one gate {E2 * area1:.3f}, two gates {E2 * area2:.3f} Ry bohr^2")
print("e^2 V(q) in Ry bohr^2: q (1/bohr), bare, one gate, two gates")
for q in (0.01, 0.05, 0.20):
    print(f"  {q:.2f}  {E2 * 2 * np.pi / q:.3f}  {E2 * one_gate_q(q, D):.3f}"
          f"  {E2 * two_gate_q(q, D):.3f}")
print("e^2 V(r) in Ry: r (bohr), bare, one gate, two gates")
for r in (5.0, 20.0, 40.0, 100.0, 200.0):
    print(f"  {r:.0f}  {E2 / r:.6f}  {E2 * one_gate_images(r, D):.4e}"
          f"  {E2 * two_gate_images(r, D)[0]:.4e}")
print("leading tails in Ry: r (bohr), one gate, two gates")
for r in (40.0, 100.0, 200.0):
    print(f"  {r:.0f}  {E2 * one_gate_tail(r, D):.4e}"
          f"  {E2 * two_gate_tail(r, D):.4e}")
print("ratio full/tail: r (bohr), one gate, two gates")
for r in (40.0, 100.0, 200.0):
    print(f"  {r:.0f}  {one_gate_images(r, D) / one_gate_tail(r, D):.5f}"
          f"  {two_gate_images(r, D)[0] / two_gate_tail(r, D):.5f}")
r = 40.0
print(f"at r = 40 bohr in eV: bare {E2 / r * RY_EV:.5f}, "
      f"one gate {E2 * one_gate_images(r, D) * RY_EV:.5f}, "
      f"two gates {E2 * two_gate_images(r, D)[0] * RY_EV:.5f}")
r = 5.0
print("electron-hole pair at r = 5 bohr, energies in Ry:")
print(f"  bare attraction {-E2 / r:.6f}")
for name, v, own, quadratic in (
        ("one gate", one_gate_images(r, D), self1, 1 / 16),
        ("two gates", two_gate_images(r, D)[0], self2, 3 * zeta(3) / 32)):
    total = -E2 * v + 2 * own
    print(f"  {name}: attraction {-E2 * v:.6f}, "
          f"two self-energies {2 * own:.6f}")
    print(f"    total {total:.6f}, total minus bare {total + E2 / r:.4e}")
    print(f"    quadratic estimate {-E2 * quadratic * r**2 / D**3:.4e}")
print("all tests passed")
```

Printed output:

```
gate distance d = 20.0 bohr = 1.0584 nm
e^2 = 2.0 Ry bohr; 1 Ry = 13.605693 eV
two-gate decay length 2d/pi = 12.7324 bohr
q->0 limits of e^2 V(q), from area integrals:
  one gate 502.655, two gates 251.327 Ry bohr^2
e^2 V(q) in Ry bohr^2: q (1/bohr), bare, one gate, two gates
  0.01  1256.637  414.288  248.029
  0.05  251.327  217.314  191.409
  0.20  62.832  62.811  62.790
e^2 V(r) in Ry: r (bohr), bare, one gate, two gates
  5  0.400000  3.5039e-01  3.3138e-01
  20  0.100000  5.5279e-02  4.0074e-02
  40  0.050000  1.4645e-02  5.9083e-03
  100  0.020000  1.4305e-03  3.4204e-05
  200  0.010000  1.9419e-04  9.4579e-09
leading tails in Ry: r (bohr), one gate, two gates
  40  2.5000e-02  6.1114e-03
  100  1.6000e-03  3.4722e-05
  200  2.0000e-04  9.5312e-09
ratio full/tail: r (bohr), one gate, two gates
  40  0.58579  0.96676
  100  0.89404  0.98510
  200  0.97097  0.99231
at r = 40 bohr in eV: bare 0.68028, one gate 0.19925, two gates 0.08039
electron-hole pair at r = 5 bohr, energies in Ry:
  bare attraction -0.400000
  one gate: attraction -0.350386, two self-energies -0.050000
    total -0.400386, total minus bare -3.8611e-04
    quadratic estimate -3.9063e-04
  two gates: attraction -0.331381, two self-energies -0.069315
    total -0.400696, total minus bare -6.9555e-04
    quadratic estimate -7.0433e-04
all tests passed
```
